# Conductivity of a Two-Valley Silicon Inversion Layer at $k_F l=1$: verification in Python

```python
# Result under test: a degenerate 2D electron gas with spin degeneracy 2 and
# valley degeneracy 2 has Boltzmann sheet conductivity 2 e^2/h when k_F l = 1.
# k_F: Fermi wave vector; l = v_F tau: transport mean free path;
# tau: momentum-relaxation time; g: spin times valley degeneracy.
# General form: sigma = g e^2 k_F l / (2 h). Internal units are SI.
# Example: silicon (100) inversion layer, with rough typical parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros

e, h, hbar = const.e, const.h, const.hbar
k_boltz, eps0 = const.k, const.epsilon_0
nm = 1e-9

# Rough typical inputs
density = 5e15                 # m^-2
depletion_density = 1e15       # m^-2
mass_ratio = 0.19              # in-plane mass of the twofold valleys
normal_mass_twofold = 0.92     # mass normal to the surface
normal_mass_fourfold = 0.19
temperature = 4.2              # K
valley_splitting = 0.0005 * e  # J
eps_silicon, eps_oxide = 11.7, 3.9
mass = mass_ratio * const.m_e
g = 2 * 2

# Values that follow from k_F l = 1
k_fermi = np.sqrt(4 * np.pi * density / g)
v_fermi = hbar * k_fermi / mass
e_fermi = (hbar * k_fermi)**2 / (2 * mass)
path = 1 / k_fermi
tau = path / v_fermi
mobility = e * tau / mass
sigma_drude = density * e * mobility
target = 2 * e**2 / h
assert abs(sigma_drude / target - 1) < 1e-10

# Explicit count of plane waves in a periodic square box.
# The tolerance covers the lattice-point fluctuation at the circle's edge.
box = 5000 * nm
top = int(k_fermi * box / (2 * np.pi)) + 2
integers = np.arange(-top, top + 1)
ix, iy = np.meshgrid(integers, integers)
inside = (ix**2 + iy**2) * (2 * np.pi / box)**2 <= k_fermi**2
counted_density = g * np.count_nonzero(inside) / box**2
assert abs(counted_density / density - 1) < 5e-3


def boltzmann_sum(energy_f, degeneracy, relaxation_time):
    """Density of states and conductivity from a sum over k space."""
    smear = energy_f / 25
    k_max = np.sqrt(2 * mass * (energy_f + 35 * smear)) / hbar
    k = np.linspace(-k_max, k_max, 601)
    kx, ky = np.meshgrid(k, k)
    energy = hbar**2 * (kx**2 + ky**2) / (2 * mass)
    window = 1 / (4 * smear * np.cosh((energy - energy_f) / (2 * smear))**2)
    weight = degeneracy * (k[1] - k[0])**2 / (2 * np.pi)**2
    dos = weight * window.sum()
    vx = hbar * kx / mass
    sigma = e**2 * relaxation_time * weight * (vx**2 * window).sum()
    return dos, sigma


dos_sum, sigma_sum = boltzmann_sum(e_fermi, g, tau)
assert abs(dos_sum / (g * mass / (2 * np.pi * hbar**2)) - 1) < 1e-5
assert abs(sigma_sum / target - 1) < 1e-5
for degeneracy in (2, 4, 8):
    for kfl in (1.0, 3.0):
        sigma_case = boltzmann_sum(e_fermi, degeneracy, kfl * tau)[1]
        formula = degeneracy * e**2 * kfl / (2 * h)
        assert abs(sigma_case / formula - 1) < 1e-5

# Linear Boltzmann equation on the Fermi circle, anisotropic scattering
n_angle = 180
theta = 2 * np.pi * np.arange(n_angle) / n_angle
kernel = np.exp(np.cos(theta[:, None] - theta[None, :])) * 2 * np.pi / n_angle
collision = kernel - np.diag(kernel.sum(axis=1))
response = np.linalg.lstsq(collision, np.cos(theta), rcond=None)[0]


def circle_conductivity(rate_scale):
    distortion = e * v_fermi * response / rate_scale
    return -e * dos_sum * v_fermi * np.mean(np.cos(theta) * distortion)


out_integral = quad(lambda a: np.exp(np.cos(a)), 0, 2 * np.pi)[0]
transport_integral = quad(
    lambda a: np.exp(np.cos(a)) * (1 - np.cos(a)), 0, 2 * np.pi)[0]
sigma_transport = circle_conductivity(v_fermi / path / transport_integral)
sigma_lifetime = circle_conductivity(v_fermi / path / out_integral)
time_ratio = out_integral / transport_integral
assert abs(sigma_transport / target - 1) < 1e-5
assert abs(sigma_lifetime / target / time_ratio - 1) < 1e-5
assert sigma_lifetime > 1.5 * target

# One valley at the same density, again with k_F l = 1
k_single = np.sqrt(2 * np.pi * density)
e_single = (hbar * k_single)**2 / (2 * mass)
tau_single = mass / (hbar * k_single**2)
sigma_single = boltzmann_sum(e_single, 2, tau_single)[1]
assert abs(sigma_single / (e**2 / h) - 1) < 1e-5

# Valley splitting at fixed total density and common relaxation time
e_upper = e_fermi + valley_splitting / 2
e_lower = e_fermi - valley_splitting / 2
sigma_a = boltzmann_sum(e_upper, 2, tau)[1]
sigma_b = boltzmann_sum(e_lower, 2, tau)[1]
kfl_a, kfl_b = sigma_a * h / e**2, sigma_b * h / e**2
assert abs((sigma_a + sigma_b) / target - 1) < 1e-5
assert abs(kfl_a - (1 + valley_splitting / (2 * e_fermi))) < 1e-5
assert abs(kfl_b - (1 - valley_splitting / (2 * e_fermi))) < 1e-5

# Thermal factor at fixed density, for constant tau and for tau ~ energy
t_ratio = k_boltz * temperature / e_fermi
chem = t_ratio * np.log(np.expm1(1 / t_ratio))


def thermal_factor(power):
    def integrand(x):
        edge = 4 * t_ratio * np.cosh((x - chem) / (2 * t_ratio))**2
        return x**(1 + power) / edge
    upper = chem + 40 * t_ratio
    value = quad(integrand, 0, upper, points=[chem], limit=200)[0]
    return value


thermal_constant = thermal_factor(0)
thermal_linear = thermal_factor(1)
# Tolerances cover the exponentially small band-edge terms.
assert abs(thermal_constant - 1) < 1e-3
assert abs(thermal_linear - (1 + np.pi**2 * t_ratio**2 / 3)) < 1e-3

# Lifetime broadening for isotropic scattering
broadening = hbar / (2 * tau)
width = broadening / e_fermi
tail = quad(lambda x: width / np.pi / ((x - 1)**2 + width**2), -np.inf, 0)[0]
assert abs(broadening / e_fermi - 1) < 1e-10
assert abs(tail - 0.25) < 1e-6

# Random flights test the diffusive return density (unit speed and tau).
# The tolerance covers the counting noise, just below one percent.
rng = np.random.default_rng(12)
walkers, duration, radius = 400000, 40.0, 2.0
remaining = np.full(walkers, duration)
x, y = np.zeros(walkers), np.zeros(walkers)
while np.any(remaining > 0):
    flight = np.minimum(rng.exponential(1.0, walkers), remaining)
    direction = rng.uniform(0, 2 * np.pi, walkers)
    x += flight * np.cos(direction)
    y += flight * np.sin(direction)
    remaining -= flight
returned = np.mean(x**2 + y**2 < radius**2)
diffusive = 1 - np.exp(-radius**2 / (4 * 0.5 * duration))
assert abs(returned / diffusive - 1) < 0.04

# Interference estimate: tube width 2/k_F, coherence time about hbar/kT.
# The integration variable s is time divided by tau, so dt/t = ds/s.
tau_phi = hbar / (k_boltz * temperature)
diffusion = v_fermi**2 * tau / 2
tube = 2 / k_fermi
reduction = quad(
    lambda s: tube * v_fermi / (4 * np.pi * diffusion * s),
    1, tau_phi / tau)[0]
reduction_formula = np.log(tau_phi / tau) / (np.pi * k_fermi * path)
assert abs(reduction / reduction_formula - 1) < 1e-7

# Higher subbands: triangular well, average field of the inversion charge
force = e**2 * (depletion_density + density / 2) / (eps_silicon * eps0)


def well_levels(normal_mass):
    m_z = normal_mass * const.m_e
    scale = (hbar**2 * force**2 / (2 * m_z))**(1 / 3)
    formula = -ai_zeros(2)[0] * scale
    points, depth = 3000, 60 * nm
    dz = depth / (points + 1)
    z = dz * np.arange(1, points + 1)
    hop = hbar**2 / (2 * m_z * dz**2)
    diagonal = (2 * hop + force * z) / e
    off = np.full(points - 1, -hop / e)
    numeric = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                               select='i', select_range=(0, 1))
    assert np.allclose(numeric, formula / e, rtol=1e-4)
    return formula


twofold = well_levels(normal_mass_twofold)
fourfold = well_levels(normal_mass_fourfold)
gap = min(twofold[1], fourfold[0]) - twofold[0]
assert gap > e_fermi + 10 * k_boltz * temperature

# Interaction strength and oxide field
bohr = const.physical_constants['Bohr radius'][0]
eps_mean = (eps_silicon + eps_oxide) / 2
r_s = mass_ratio / (eps_mean * bohr * np.sqrt(np.pi * density))
oxide_field = e * (density + depletion_density) / (eps_oxide * eps0)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron density (rough input)", density / 1e4, "cm^-2")
show("Depletion density (rough input)", depletion_density / 1e4, "cm^-2")
show("In-plane mass (rough input)", mass_ratio, "electron masses")
show("Normal mass, twofold (rough input)", normal_mass_twofold, "electron masses")
show("Normal mass, fourfold (rough input)", normal_mass_fourfold, "electron masses")
show("Temperature (input)", temperature, "K")
show("Valley splitting (rough input)", valley_splitting / e, "eV")
show("Silicon relative permittivity (rough input)", eps_silicon, "")
show("Oxide relative permittivity (rough input)", eps_oxide, "")
show("Fermi wave vector", k_fermi * nm, "nm^-1")
show("Fermi energy", e_fermi / e, "eV")
show("Fermi velocity", v_fermi, "m/s")
show("Mean free path at k_F l = 1", path / nm, "nm")
show("Same mean free path", path / const.angstrom, "angstrom")
show("Transport time", tau * 1e12, "ps")
show("Mobility at k_F l = 1", mobility * 1e4, "cm2/Vs")
show("Drude sheet conductivity", sigma_drude, "S", 6)
show("Same conductivity", sigma_drude * hbar / e**2, "atomic units", 6)
show("Sheet resistance", 1 / sigma_drude, "ohm per square", 6)
show("Box count density / input density", counted_density / density, "", 6)
show("k-space sum / (2e^2/h)", sigma_sum / target, "", 8)
show("Anisotropic scattering, transport path / (2e^2/h)", sigma_transport / target, "", 8)
show("Anisotropic scattering, lifetime path / (2e^2/h)", sigma_lifetime / target, "")
show("One valley at k_F l = 1, conductivity / (e^2/h)", sigma_single * h / e**2, "", 8)
show("k_F l in fuller valley", kfl_a, "")
show("k_F l in emptier valley", kfl_b, "")
show("Thermal energy / Fermi energy", t_ratio, "")
show("Thermal factor, constant tau", thermal_constant, "", 5)
show("Thermal factor, tau proportional to energy", thermal_linear, "", 5)
show("Broadening hbar/(2 tau)", broadening / e, "eV")
show("Spectral weight below band edge", tail, "")
show("Random-flight return / diffusion value", returned / diffusive, "")
show("Coherence time estimate hbar/kT", tau_phi * 1e12, "ps")
show("Coherence time / transport time", tau_phi / tau, "")
show("Interference reduction estimate, unmixed valleys", reduction, "", 2)
show("Interference reduction estimate, mixed valleys", reduction / 2, "", 2)
show("Lowest twofold level", twofold[0] / e, "eV")
show("Second twofold level", twofold[1] / e, "eV")
show("Lowest fourfold level", fourfold[0] / e, "eV")
show("Gap to next subband", gap / e, "eV")
show("Interaction parameter r_s", r_s, "", 3)
show("Oxide field", oxide_field / 1e8, "MV/cm", 3)
print("done: every assertion held")
```

Printed output:

```
Electron density (rough input): 5e+11 cm^-2
Depletion density (rough input): 1e+11 cm^-2
In-plane mass (rough input): 0.19 electron masses
Normal mass, twofold (rough input): 0.92 electron masses
Normal mass, fourfold (rough input): 0.19 electron masses
Temperature (input): 4.2 K
Valley splitting (rough input): 0.0005 eV
Silicon relative permittivity (rough input): 11.7
Oxide relative permittivity (rough input): 3.9
Fermi wave vector: 0.1253 nm^-1
Fermi energy: 0.00315 eV
Fermi velocity: 7.636e+04 m/s
Mean free path at k_F l = 1: 7.979 nm
Same mean free path: 79.79 angstrom
Transport time: 0.1045 ps
Mobility at k_F l = 1: 967.2 cm2/Vs
Drude sheet conductivity: 7.74809e-05 S
Same conductivity: 0.31831 atomic units
Sheet resistance: 12906.4 ohm per square
Box count density / input density: 1.0001
k-space sum / (2e^2/h): 1
Anisotropic scattering, transport path / (2e^2/h): 1
Anisotropic scattering, lifetime path / (2e^2/h): 1.806
One valley at k_F l = 1, conductivity / (e^2/h): 1
k_F l in fuller valley: 1.079
k_F l in emptier valley: 0.9206
Thermal energy / Fermi energy: 0.1149
Thermal factor, constant tau: 1
Thermal factor, tau proportional to energy: 1.0434
Broadening hbar/(2 tau): 0.00315 eV
Spectral weight below band edge: 0.25
Random-flight return / diffusion value: 1.003
Coherence time estimate hbar/kT: 1.819 ps
Coherence time / transport time: 17.41
Interference reduction estimate, unmixed valleys: 0.91
Interference reduction estimate, mixed valleys: 0.45
Lowest twofold level: 0.02494 eV
Second twofold level: 0.0436 eV
Lowest fourfold level: 0.04219 eV
Gap to next subband: 0.01725 eV
Interaction parameter r_s: 3.67
Oxide field: 0.278 MV/cm
done: every assertion held
```
